# The mean free path needed for low resistivity in intercalated graphene

## Problem

A stack of doped graphene layers is proposed as an interconnect metal. Foreign atoms or molecules between the layers take electrons from the carbon or give electrons to it. The total thickness divided by the number of graphene layers is $d=0.575$ nm. In every layer the Fermi level lies $E_F=0.6$ eV from the Dirac point, and the carrier speed is $v=10^6$ m/s. The in-plane resistivity is to be $\rho=3$ microohm cm.

(a) Show that the transport mean free path $\lambda=v\tau$ must be near 270 nm, where $\tau$ is the time in which the momentum of the carriers relaxes.

(b) Judge whether a real stack at 300 K could have this mean free path, and whether a line 20 nm wide would keep the resistivity.

Assume at first that the layers are electronically separate and equally doped, that the inserted species carries no current, and that the line is much wider and longer than $\lambda$.

## A tempting solution

The layers conduct in parallel, so each must have the sheet resistance

$$
\frac{\rho}{d}=\frac{3\times10^{-8}\ \Omega\,\mathrm{m}}{0.575\times10^{-9}\ \mathrm{m}}=52.17\ \Omega .
$$

The linear band $E=\hbar v k$ gives the Fermi wavevector

$$
k_F=\frac{E_F}{\hbar v}=0.9116\ \mathrm{nm^{-1}} .
$$

Now count conducting modes. In a strip of width $W$ the transverse wavevectors are spaced by $2\pi/W$ and run from $-k_F$ to $k_F$, which makes $2k_F/(2\pi/W)=k_FW/\pi$ modes. Two spins and two valleys give four copies, and each mode contributes $e^2/h$. The ballistic conductance per width is therefore

$$
g_b=\frac{4e^2}{h}\frac{k_F}{\pi},\qquad \frac{1}{g_b}=22.24\ \Omega\,\mu\mathrm{m}.
$$

In a strip of length $L$ much longer than the mean free path, a carrier gets through with probability $\lambda/L$. The conductance is then $g_bW\lambda/L$, so the sheet conductance is $g_b\lambda$. Setting this equal to the required sheet conductance $d/\rho=1/(52.17\ \Omega)$ gives

$$
\lambda=\frac{22.24\ \Omega\,\mu\mathrm{m}}{52.17\ \Omega}=0.426\ \mu\mathrm{m}=426\ \mathrm{nm}.
$$

This is not near 270 nm, although the modes have been counted correctly.

## Where it goes wrong

The fault is the statement that the transmission probability is $\lambda/L$ with $\lambda=v\tau$. A long strip does transmit a fraction $\lambda_b/L$, but the length $\lambda_b$ has to be worked out from the motion of the carriers.

Let the carrier density at one end exceed that at the other by $\Delta n$. In a long strip the carriers diffuse, and the flux per width is $\mathcal D\,\Delta n/L$. The diffusion constant is the time integral of the correlation of the velocity along the strip. That velocity is $v\cos\theta$, its mean square over all directions is $v^2/2$, and its memory decays as $e^{-t/\tau}$. Hence

$$
\mathcal D=\int_0^\infty \frac{v^2}{2}e^{-t/\tau}\,dt=\frac{v^2\tau}{2}.
$$

The transmission probability compares this flux with the flux that the fuller end sends into the strip. There, carriers of density $\Delta n$ move equally in all directions, and those with $\cos\theta>0$ enter:

$$
\Delta n\int_{-\pi/2}^{\pi/2}\frac{d\theta}{2\pi}\,v\cos\theta=\frac{v\,\Delta n}{\pi}.
$$

The ratio of the two fluxes is

$$
T=\frac{\mathcal D/L}{v/\pi}=\frac{\pi v\tau}{2L},
\qquad\text{so}\qquad \lambda_b=\frac{\pi}{2}\,v\tau .
$$

The 426 nm found above is thus the backscattering length $\lambda_b$ of the Landauer description. It is a legitimate length, but it is not the one the problem defines. Multiplying by $2/\pi$ gives $v\tau=271$ nm. The same result follows directly from the motion of the Fermi sea, without any counting of modes.

## The right solution

**From the stack to one layer.** A stack of $N$ layers has thickness $Nd$ and sheet conductance $N\sigma_s$, where $\sigma_s$ belongs to one layer. The resistance of a length $L$ and width $W$ is $R=L/(WN\sigma_s)$. By the definition of resistivity,

$$
\rho=R\,\frac{W\,Nd}{L}=\frac{d}{\sigma_s}.
$$

The number of layers cancels. What enters is the thickness per graphene layer, whether or not neighbouring layers are all equally far apart.

**Current in one layer.** A field of strength $F$ changes the wavevector of each carrier at the rate $eF/\hbar$, and scattering removes the change in the time $\tau$. In the steady state the whole Fermi disc is displaced by

$$
\delta k=\frac{eF\tau}{\hbar}.
$$

For a weak field $\delta k\ll k_F$. The occupation then changes only at the rim of the disc, to first order by

$$
\delta f=\delta k\cos\theta\;\delta(k-k_F),
$$

where the last symbol is the Dirac delta function and $\theta$ is measured from the displacement. States are added on the leading side and removed on the trailing side. Each has velocity $v\cos\theta$ along the displacement. With four states per wavevector, and $d^2k/(2\pi)^2$ wavevectors per unit area, the size of the current per width is

$$
\begin{aligned}
j&=4e\int\frac{k\,dk\,d\theta}{4\pi^2}\,(v\cos\theta)\,\delta k\cos\theta\;\delta(k-k_F)\\
&=\frac{e\,v\,k_F\,\delta k}{\pi^2}\int_0^{2\pi}\cos^2\theta\,d\theta
=\frac{e\,v\,k_F\,\delta k}{\pi}.
\end{aligned}
$$

The integral over $\theta$ equals $\pi$. For electrons the displacement is opposite to the field, and the current is opposite to the displacement because the charge is negative. The current therefore follows the field, and the conductivity is positive. For holes the charge changes sign and the outcome is the same. Inserting $\delta k$ and dividing by $F$,

$$
\sigma_s=\frac{e^2k_F\,v\tau}{\pi\hbar}=\frac{2e^2}{h}\,k_F\lambda ,
$$

because $1/(\pi\hbar)=2/h$.

**The mean free path.** Putting this into $\rho=d/\sigma_s$ and solving for $\lambda$ gives

$$
\boxed{\;\lambda=\frac{d}{\rho\,(2e^2/h)\,k_F}=\frac{\pi\hbar^2v\,d}{e^2\rho\,E_F}\;}
$$

With $2e^2/h=77.48$ microsiemens,

$$
\lambda=\frac{1}{(52.17\ \Omega)(77.48\times10^{-6}\ \Omega^{-1})(0.9116\ \mathrm{nm^{-1}})}=271\ \mathrm{nm}.
$$

This proves part (a).

**Reading the result.** The relaxation time is $\tau=\lambda/v=0.271$ ps. The carrier density per layer is the area of the Fermi disc times the density of states in $k$ space,

$$
n=4\,\frac{\pi k_F^2}{4\pi^2}=\frac{k_F^2}{\pi}=2.65\times10^{13}\ \mathrm{cm^{-2}},
$$

and the mobility follows from $\sigma_s=ne\mu$:

$$
\mu=\frac{e^2k_F\lambda}{\pi\hbar}\,\frac{\pi}{e\,k_F^2}=\frac{e\lambda}{\hbar k_F}\approx4520\ \mathrm{cm^2/Vs}.
$$

At fixed $\rho$, $d$ and $v$, the required path falls as $1/E_F$: heavier doping supplies more carriers and so tolerates more scattering. At fixed $\rho$, $E_F$ and $v$ it grows in proportion to $d$, because a thicker intercalant dilutes the conducting layers. The divergence as $E_F\to0$ is not physical. The derivation needs a sharp Fermi rim, and it fails once $E_F$ is comparable with $k_BT$. It also needs $k_F\lambda\gg1$; here the product is about 250.

## Part (b): can a real stack do this?

### Temperature

At 300 K, $k_BT=25.85$ meV, much less than 0.6 eV. Hold the net carrier density and $\lambda$ fixed. The density of states is proportional to $E$, so the leading thermal expansion of the density condition reads

$$
\frac{\mu_c^2}{2}+\frac{\pi^2}{6}(k_BT)^2=\frac{E_F^2}{2},
$$

where $\mu_c$ is the chemical potential. Taking the square root to leading order,

$$
\mu_c\approx E_F\left[1-\frac{\pi^2}{6}\left(\frac{k_BT}{E_F}\right)^2\right].
$$

At fixed $\lambda$ each energy near the rim contributes conductivity in proportion to $E$, and the thermal window is symmetric about $\mu_c$. The conductivity is thus multiplied by $\mu_c/E_F=0.997$. Thermal smearing costs 0.3 percent. The effect of temperature on $\lambda$ itself is another matter.

### Scattering by acoustic phonons

A compression $s$ of the layer shifts the carrier energy by $D_As$, with $D_A$ the deformation potential. Its elastic energy per area is $\tfrac12\rho_mv_s^2s^2$, where $\rho_m$ is the mass per area and $v_s$ the sound velocity. In a layer of area $A$, each Fourier component $s_q$ holds a mean energy $k_BT/2$ if the vibrations are classical:

$$
\tfrac12A\rho_mv_s^2\langle|s_q|^2\rangle=\tfrac12k_BT
\quad\Rightarrow\quad
\langle|D_As_q|^2\rangle=\frac{D_A^2k_BT}{A\rho_mv_s^2}.
$$

Sound is slow compared with the carriers, so the scattering is treated as elastic. Scattering keeps spin and valley, and the final states number $Ak_F/(2\pi\hbar v)$ per unit energy. Two angular factors enter. The two-component graphene wavefunctions overlap with probability $(1+\cos\theta)/2$, and a deflection by $\theta$ destroys a fraction $1-\cos\theta$ of the forward momentum. Their product is $\tfrac12\sin^2\theta$, with mean $\tfrac14$. Fermi's golden rule then gives

$$
\frac1{\tau_{ph}}=\frac{2\pi}{\hbar}\,\frac{Ak_F}{2\pi\hbar v}\,\frac{D_A^2k_BT}{A\rho_mv_s^2}\,\frac14
=\frac{D_A^2k_BT\,k_F}{4\hbar^2v\,\rho_mv_s^2}.
$$

Take the rough typical values $D_A=18$ eV, $v_s=2\times10^4$ m/s and $\rho_m=7.6\times10^{-7}$ kg/m². The phonon-limited path at 300 K is $\lambda_{ph}=v\tau_{ph}\approx430$ nm. Since $\lambda_{ph}\propto1/k_F$, the product $k_F\lambda_{ph}$ does not depend on doping in this model, and neither does the phonon sheet resistance, about 33 Ω.

That is below the 52 Ω allowed, so these phonons alone do not rule out the target. Scattering rates add, which leaves for everything else

$$
\frac1{\lambda_{other}}=\frac1\lambda-\frac1{\lambda_{ph}},\qquad
\lambda_{other}\approx730\ \mathrm{nm}.
$$

Defects, disorder in the intercalant, optical phonons and vibrations of the intercalant must together allow a path of at least this length. The estimate is only as good as the assumed $D_A$, which enters squared: at about 23 eV these phonons alone would use up the whole allowance of separate layers. The classical, elastic treatment matters less. The largest phonon energy involved, $\hbar\omega=2\hbar v_sk_F\approx24$ meV, is close to $k_BT$. Allowing for the energy exchanged and for final states that are already occupied multiplies a phonon's contribution to the resistivity by $[(x/2)/\sinh(x/2)]^2$, with $x=\hbar\omega/k_BT$. This is 0.93 at the largest energy and closer to one for the others, so the classical result slightly overestimates the scattering.

### Layers that occur in pairs

If the intercalant fills every second gap, the graphene layers form pairs, and $d$ is half the repeat distance. Carriers can then hop within a pair. In the simplest model, with the layers in the usual staggered stacking, an energy $\gamma$ couples one sublattice of the first layer to one of the second. Call the amplitudes on the coupled sites $b_1,a_2$ and on the others $a_1,b_2$. With $x=\hbar vk$,

$$
\begin{aligned}
Ea_1&=xb_1, & Eb_1&=xa_1+\gamma a_2,\\
Eb_2&=xa_2, & Ea_2&=xb_2+\gamma b_1 .
\end{aligned}
$$

Eliminating $a_1$ and $b_2$ leaves $(E^2-x^2)b_1=\gamma Ea_2$ and $(E^2-x^2)a_2=\gamma Eb_1$. Hence $E^2-x^2=\pm\gamma E$. For $E_F>\gamma$ there are two Fermi circles,

$$
(\hbar vk_\pm)^2=E_F^2\pm\gamma E_F .
$$

The sum $k_+^2+k_-^2$ is $2k_F^2$, so at fixed $E_F$ the coupling leaves the total density unchanged. It does change the speeds. Differentiating the relation between $k$ and $E$,

$$
v_\pm=\frac1\hbar\frac{dE}{dk}=\frac{2\hbar v^2k_\pm}{2E_F\pm\gamma}.
$$

The displaced-disc argument holds for each circle with its own speed, so each contributes in proportion to $k_\pm v_\pm\tau$, where

$$
k_\pm v_\pm=\frac{2\hbar v^2k_\pm^2}{2E_F\pm\gamma}
=\frac{2E_F}{\hbar}\,\frac{E_F\pm\gamma}{2E_F\pm\gamma}.
$$

Two separate layers give $2k_Fv=2E_F/\hbar$. At the same $\tau$ and $E_F$, coupling therefore multiplies the conductivity by

$$
\frac{E_F+\gamma}{2E_F+\gamma}+\frac{E_F-\gamma}{2E_F-\gamma}
=\frac{0.99}{1.59}+\frac{0.21}{0.81}=0.882
$$

for a rough typical $\gamma=0.39$ eV. For $\gamma\to0$ the factor returns to one. The required $v\tau$, with $v$ still the nominal $10^6$ m/s, rises from 271 nm to $271.4/0.882\approx308$ nm. The demand on the other scattering rises more. If the phonon scattering time is held fixed, $\lambda_{other}$ must be about 1080 nm instead of 730 nm. Coupling also changes the overlaps of the wavefunctions, which makes the phonons scatter more effectively. If the two layers vibrate independently and the other scattering has the same relaxation time on both circles, a numerical solution of the Boltzmann equation with these overlaps raises $\lambda_{other}$ to about 1500 nm. The phonons alone would then use up the whole allowance at $D_A\approx20$ eV, not far above the assumed 18 eV. These figures use classical, elastic phonons. Because $\lambda_{other}$ comes from a small difference of rates, it is sensitive to that choice: weighting each transition by $[(x/2)/\sinh(x/2)]^2$ lowers it to about 1300 nm for pairs and about 690 nm for separate layers.

The curvature of the real band might be expected to matter as well. For a honeycomb lattice with bond length 0.142 nm and nearest-neighbour hopping 3.09 eV, which reproduces $v$ at the Dirac point, I integrated the conductivity numerically around the Fermi contour of this band. At the same $E_F$ and $\tau$ it equals the linear-band value to within 0.1 percent. This holds for nearest-neighbour hopping only. A second-neighbour hopping of 0.1 to 0.3 eV shifts the conductivity by 0.6 to 2 percent, in opposite directions for electrons and holes, which is still small.

### A line 20 nm wide

The line is now much narrower than $\lambda$. Suppose that its edges scatter diffusely, so that a carrier reaching an edge loses all memory of its direction. Take $\lambda=271$ nm inside the layer, and suppose that each collision there also erases the direction.

A carrier that has a distance $s$ to go to the edge travels on average

$$
\int_0^s e^{-l/\lambda}\,dl=\lambda\left(1-e^{-s/\lambda}\right)
$$

before its direction is randomized. Its contribution to the conductivity is this path weighted by $\cos^2\theta$: one cosine for the push of the field along its path and one for the current it carries. Since $\cos^2\theta$ averages to $\tfrac12$, the conductivity relative to a wide layer is $2\langle\cos^2\theta\,(1-e^{-s/\lambda})\rangle$.

For a carrier at distance $y$ from the edge it approaches, $s=y/|\sin\theta|$. Averaging over $y$ from 0 to the width $w$, and using the equality of the four quadrants,

$$
\mathcal F=\frac4\pi\int_0^{\pi/2}\cos^2\theta\left[1-\frac{\lambda\sin\theta}{w}\left(1-e^{-w/(\lambda\sin\theta)}\right)\right]d\theta .
$$

For $w\gg\lambda$ the exponential can be dropped, and $\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=\tfrac13$ gives $\mathcal F\approx1-4\lambda/(3\pi w)$. The edges are harmless in a line many mean free paths wide. For $w=20$ nm, numerical integration gives $\mathcal F=0.153$, and the resistivity becomes

$$
\frac{3}{0.153}\approx19.6\ \text{microohm cm}.
$$

Collisions that favour small deflections, as the acoustic phonons do through the overlap $(1+\cos\theta)/2$, raise this to about 21 at the same transport path. The figure is also rough because it treats the directions of motion as continuous, while only about $k_Fw/\pi\approx6$ transverse modes per spin and valley fit into the line. Discrete modes with $\sin\theta=(n+\tfrac12)\pi/(k_Fw)$ would give about 22 microohm cm, and other edge conditions give other values. In each of these estimates the narrow line with fully diffuse edges misses the target by a factor of more than six. The damage is smaller if the edges reflect some of the carriers with their motion along the line preserved.

### A short line

Length matters too. Take a wide line 1 µm long with ideal contacts to every layer. The ballistic resistance $1/(g_bW)$ remains even without scattering, and adding it in series to the diffusive resistance is a simple interpolation between short and long lines. Relative to the diffusive part, the addition is

$$
\frac{22.24\ \Omega\,\mu\mathrm{m}}{(52.17\ \Omega)(1\ \mu\mathrm{m})}=0.43 .
$$

This equals $\lambda_b/L$, which is where the 426 nm of the first attempt properly belongs. The measured resistance would exceed the value calculated from $\rho$ by about 43 percent.

### Beside the real case

The parameters resemble graphite intercalated with an electron acceptor, with two graphene layers per intercalant layer. The target is nearly twice the resistivity of bulk copper, which is about 1.7 microohm cm at room temperature. In the model, a wide and clean stack can reach it at 300 K if scattering other than by acoustic phonons is weak. Of the effects estimated here, diffuse edges do the most damage to a narrow interconnect: they move the 3 microohm cm to roughly 20 at a width of 20 nm. Pair coupling raises the required total path by only 13 percent at a common relaxation time, but once the changed overlaps are included it roughly doubles the path demanded of the other scattering.
